# The Vapour-Pressure Setting and Effusion through a Channel, by Monte Carlo

A hot cell holds a solid and its vapour. A small hole in the lid lets some vapour escape into vacuum, and a balance records the loss of mass. The loss gives the vapour pressure, provided one knows how many of the molecules that enter the hole get through. A hole drilled in a real lid is a short channel, and many molecules strike its wall and return to the cell. When the channel is as long as it is wide, about half return.

## Where the pressure enters a calculation

Ideal-gas thermochemistry in an electronic-structure calculation needs a temperature $T$ and a pressure $P$. At fixed $T$ the chemical potential per molecule obeys $d\mu=(V/N)\,dP=k_BT\,dP/P$, so

$$\mu(T,P)=\mu(T,P_0)+k_BT\ln(P/P_0).$$

If the setting is to represent the gas inside an effusion cell, it must be the pressure in the cell. Let $W$ be the fraction of entering molecules that leave at the far end. Treating the channel as an ideal thin hole replaces $P$ by $WP$ and shifts $\mu$ by $k_BT\ln W$. For $W=0.514$ the shift is $-0.67\,k_BT$ per molecule. The electronic energy is unaffected. The task is therefore to find $W$.

## The model

The channel is a straight cylinder of radius $R$, diameter $D=2R$ and length $L$. Gas in equilibrium feeds one end, and beyond the other is vacuum. Molecules meet the wall but not one another. The wall is diffuse: it re-emits every molecule with the cosine law stated below, whatever its direction of arrival, and retains none in the steady state.

For number density $n$ and molecular mass $m$, the Maxwell distribution gives the one-way flux

$$n\int_0^\infty v_z\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv_z^2/2k_BT}dv_z
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4},$$

where $\bar v=\sqrt{8k_BT/\pi m}$ is the mean speed. Multiplying by $m$, the area $A=\pi R^2$ and $W$, and using $n=P/k_BT$, gives the mass flow

$$\dot M=WPA\sqrt{\frac{m}{2\pi k_BT}}.$$

The flux into a solid angle $d\Omega$ at angle $\theta$ to the axis carries the factor $v\cos\theta$, since fast and steep molecules cross more often. The distribution of directions is thus $\cos\theta\,d\Omega/\pi$ at every speed. Paths between walls are straight, so $W$ depends on geometry alone, through $L/R$. Mass, speed and temperature drop out.

## Tracing a molecule

Each $\xi$ below is a fresh random number, uniform on $(0,1)$.

1. **Entry point.** The fraction of the inlet area within radius $r$ is $r^2/R^2$. Setting it equal to $\xi$ gives $r=R\sqrt\xi$. By rotational symmetry the point may lie on the $x$ axis, with $z=0$.

2. **Entry direction.** Put $c=\cos\theta$. Integrating over azimuth gives the density $2c$ on $(0,1)$. Its cumulative probability is $c^2$, so $\cos\theta=\sqrt\xi$. The azimuth is uniform.

3. **Flight.** From $(x,y,z)$ along the unit vector $(u_x,u_y,u_z)$, the wall is reached at distance $t$ when $(x+u_xt)^2+(y+u_yt)^2=R^2$. With $a=u_x^2+u_y^2$, $b=xu_x+yu_y$ and $q=R^2-x^2-y^2$, this reads $at^2+2bt-q=0$. The product of the roots is $-q/a\le0$, so the forward root is
$$t=\frac{-b+\sqrt{b^2+aq}}{a}.$$
For a start on the wall, $q=0$ and $b<0$, which gives $t=-2b/a$.

4. **Exit.** If $z+u_zt\ge L$, the molecule is transmitted. If $z+u_zt\le0$, it has returned to the cell. Otherwise it hits the wall.

5. **Re-emission.** At the wall the inward normal is $\mathbf n=-(x,y,0)/R$. The tangents are $\mathbf e_\phi=(-y,x,0)/R$ and $\mathbf e_z$. The new direction is
$$\mathbf u=\cos\theta\,\mathbf n+\sin\theta(\cos\beta\,\mathbf e_\phi+\sin\beta\,\mathbf e_z),$$
with $\cos\theta=\sqrt\xi$ and $\beta$ uniform on $(0,2\pi)$. Return to step 3.

If $N_t$ of $N$ molecules pass, the estimate is $W=N_t/N$. Each history counts 1 or 0, with variance $W(1-W)$, so the standard error is $\sqrt{W(1-W)/N}$.

For $L=D$, three million histories gave $W=0.5140\pm0.0003$.

## Two averages known beforehand

Fill the channel from both ends at equal density. Equilibrium then holds throughout. Molecules enter at the rate $2\pi R^2n\bar v/4$ and strike the wall at the rate $2\pi RL\,n\bar v/4$. By mirror symmetry both groups of entrants make the same mean number of hits, which is therefore

$$\frac{2\pi RL}{2\pi R^2}=\frac LR.$$

The molecules inside number $n\pi R^2L$ and together travel $n\pi R^2L\bar v$ per unit time. Dividing by the entry rate gives a mean path of $2L$ per entrant. Since molecules do not interact, both averages also hold when one end faces vacuum.

For $L=2R$ they predict 2 hits and a path of $4R$. The tracing gave $1.9992\pm0.0014$ and $(3.998\pm0.002)R$. These averages examine the geometry and the sampling, but they cannot select the wall law: any law obeys them if it preserves equilibrium, treats both directions along the axis alike and leaves no molecules trapped in the channel forever. With 10% mirror-like reflection the mean number of hits was $2.000\pm0.002$, while $W$ rose to 0.547.

## The same probability without random numbers

Measure lengths in units of $R$ and put $\ell=L/R$. Let $K(x)\,dx$ be the probability that a molecule leaving the wall next strikes a given ring of width $dx$ at axial distance $x$. For two wall points separated by azimuth $\phi$, put $p=1-\cos\phi$. Their squared distance is $s^2=x^2+2p$, and the cosine at each end is $p/s$. The cosine law gives

$$K(x)=\frac1\pi\int_0^{2\pi}\frac{p^2}{(x^2+2p)^2}d\phi.$$

Write $p/(x^2+2p)=\tfrac12[1-x^2/(x^2+2p)]$ and square it. With $B=x^2+2$, the denominator is $x^2+2p=B-2\cos\phi$. The substitution $\tan(\phi/2)$ gives the first integral below, and minus its derivative with respect to $B$ gives the second:

$$\int_0^{2\pi}\!\frac{d\phi}{B-2\cos\phi}=\frac{2\pi}{\sqrt{B^2-4}},\qquad
\int_0^{2\pi}\!\frac{d\phi}{(B-2\cos\phi)^2}=\frac{2\pi B}{(B^2-4)^{3/2}}.$$

Since $B^2-4=x^2(x^2+4)$,

$$K=\frac12\left[1-\frac{2x}{\sqrt{x^2+4}}+\frac{x(x^2+2)}{(x^2+4)^{3/2}}\right]
=\frac12\left[1-\frac{x(x^2+6)}{(x^2+4)^{3/2}}\right].$$

Let $E(x)$ be the probability of flying from the wall straight through a cross-section at distance $x$. Such a molecule would strike an endlessly continued wall beyond that section. Hence $E(x)=\int_x^\infty K(x')dx'$, or

$$E(x)=\frac12\left[\frac{x^2+2}{\sqrt{x^2+4}}-x\right].$$

Differentiation returns $-K$, and $E$ vanishes at infinity, as required.

In equilibrium the traffic from the inlet disc to a wall ring equals the reverse traffic. The disc has area $\pi$ and the ring $2\pi\,dz$, so an entrant first strikes the wall within $dz$ with probability $2E(z)\,dz$. The probability of flying directly from the inlet through a section at $x$ is then

$$F(x)=\int_x^\infty2E(z)\,dz=\frac12\left[x^2+2-x\sqrt{x^2+4}\right].$$

Again $F'=-2E$ and $F(\infty)=0$. For $\ell=2$, $F=3-2\sqrt2=0.1716$. About 17% of the entrants pass without touching the wall.

Let $w(z)$ be the chance that a molecule leaving the wall at $z$ finally exits at the far end. It either leaves directly or strikes the wall again:

$$w(z)=E(\ell-z)+\int_0^\ell K(|z-z'|)\,w(z')\,dz'.$$

This is Clausing's equation. Adding direct passage and passage after a first wall hit gives

$$W=F(\ell)+2\int_0^\ell E(z)\,w(z)\,dz.$$

The kernel has a cusp at $z'=z$. Because $E(0)=\tfrac12$, its integral over the channel is $1-E(z)-E(\ell-z)$. Subtracting $w(z)$ inside the integral therefore gives

$$[E(z)+E(\ell-z)]w(z)-\int_0^\ell K(|z-z'|)[w(z')-w(z)]dz'=E(\ell-z),$$

where the bracket vanishes at the cusp. Gauss–Legendre quadrature turns this into a linear system. With 400 nodes it gives $W=0.51423$ for $\ell=2$. The Monte Carlo value differs from this by less than one standard error.

The solution is $w=0.242$ next to the inlet and $0.758$ next to the outlet. Their sum is 1 by mirror symmetry. A molecule re-emitted just inside the inlet thus still has about one chance in four of passing.

## Short and long channels

For small $\ell$, $F\approx1-\ell$. The remaining fraction $\ell$ strikes the wall and leaves by either end with nearly equal chance, so

$$W\approx1-\ell+\tfrac12\ell=1-\tfrac12\ell.$$

At $\ell=0.02$ this gives 0.9900, and the integral equation gives 0.9901.

Far from the ends of a long channel, the flux leaving each wall ring equals the average of the flux leaving the other rings, weighted by $K$. Since $K$ depends only on distance and its integral over both sides is 1, a linear profile satisfies this balance. To leading order the flux leaving unit wall area therefore falls linearly, as $\nu_0(1-z/\ell)$, where $\nu_0$ is the inlet flux. Consider a section far from both ends. Wall rings at distance $x$ on its two sides differ in emission by $2x\nu_0/\ell$ per unit area. Their net contribution to the current is this difference times $2\pi E(x)\,dx$. Integrating by parts with $E=-F'/2$,

$$\int_0^\infty xE\,dx=\frac12\int_0^\infty F\,dx
=\frac14\left[\frac{x^3}{3}+2x-\frac{(x^2+4)^{3/2}}3\right]_0^\infty=\frac23.$$

The current is $(4\pi\nu_0/\ell)(2/3)=8\pi\nu_0/(3\ell)$. Dividing by the incoming current $\pi\nu_0$ gives $W\approx8/(3\ell)$ at leading order, where end effects are negligible.

At $\ell=2$ the short law gives 0 and the long law gives 1.33, so neither serves. Even at $\ell=4$ the long law gives 0.67, against 0.357 from the integral equation. For channels of such proportions, use the integral equation or the tracing instead of either limiting law.

## Example: ruthenium vapour

Take solid ruthenium at 2400 K with monatomic vapour of mass 101.07 u. Let the cell pressure be $10^{-3}$ Torr, a rough typical value at this temperature. A channel with $L=D=2$ mm has $A=3.142\ \mathrm{mm^2}$. An ideal thin hole would pass

$$PA\sqrt{m/(2\pi k_BT)}=1.354\ \mathrm{mg/h}.$$

The channel passes $0.5142\times1.354=0.696$ mg/h. Someone who read this loss with $W=1$ would infer $5.14\times10^{-4}$ Torr and would enter about half the true pressure in the thermochemistry.

A real cell departs from the model in several ways:

- **Gas collisions.** The relative velocity of two molecules has twice the variance of one velocity, so its mean magnitude is $\sqrt2\,\bar v$. For collision diameter $d_c$ the mean free path is $\lambda=k_BT/(\sqrt2\,\pi d_c^2P)$. A rough $d_c=0.5$ nm gives about 220 mm. At full cell density an entrant would make $2L/\lambda=0.018$ collisions on average. The channel is less dense, so for this $d_c$ the number is a bound.
- **Wall reflection.** Tracing with 10% specular reflection raised $W$ by 6.4%. Using the diffuse $W$ would then overestimate the pressure by 6.4%.
- **Depletion.** Let the sample have area $A_s$ and evaporation coefficient $\alpha$, the fraction of arriving atoms that condense. If the other cell walls return every atom and the cell pressure is uniform, evaporation balances condensation and escape: $\alpha A_sP_{eq}=\alpha A_sP+WAP$. Hence $P_{eq}/P=1+WA/(\alpha A_s)$. For $A_s=200\ \mathrm{mm^2}$ the excess is 0.8% if $\alpha=1$ and 8% if $\alpha=0.1$. The pressure in a real cell is not exactly uniform. Take a cylindrical cell with the sample as its floor, the hole at the centre of the lid and diffuse re-emission everywhere. With $\alpha=1$ the small excess depends strongly on the shape: it is near zero in a flat cell, about 0.5% when the height equals the width and about 1.8% when the height is three times the width. With $\alpha=0.1$ the excess is about 8% when the height equals the width and about 9% when it is three times the width. The formula fails, however, when the sample lies close under the hole, where the vapour is depleted locally: a height of one tenth of the width gives about 16%.
- **Expansion.** With a rough lid coefficient of $5\times10^{-6}$ per kelvin, the hole area grows by 2.1% from 300 K. Uniform expansion leaves $L/R$ and $W$ unchanged.
- **Temperature.** For constant sublimation enthalpy $\Delta H$ per atom, the vapour pressure changes by the factor $\exp\{(\Delta H/k_B)[1/T-1/(T+\Delta T)]\}$. A rough 650 kJ/mol and $\Delta T=10$ K give a rise of about 14%. With the inputs chosen here this is the largest of the estimated effects; other inputs can change the order.

Diffusion of atoms along the channel surface and uptake of ruthenium by the lid are not estimated here.

A molecular precursor may be studied at a much lower temperature and a higher pressure. Since $\lambda\propto T/P$, the same collision diameter at 300 K and 0.1 Torr gives $220\times(300/2400)/100\approx0.3$ mm. This is less than the hole diameter, so the free-molecular $W$ no longer applies to a 2 mm hole.

## Choosing the settings

**Pressure.** For equilibrium vapour in the thermochemistry, enter $P_{eq}$: divide the thin-hole pressure by $W$, then correct for depletion if it matters. If the calculation concerns the gas actually present in the cell, enter $P$.

**Number of histories.** A relative standard error $\epsilon$ in $W$ requires $N=(1-W)/(W\epsilon^2)$. For $L=D$ and $\epsilon=1\%$ this is about 9400. An absolute error of $10^{-4}$ needs 25 million. With the ruthenium inputs above and a temperature uncertain by several kelvins, the longer run does little for the pressure.

**Direction law.** Use $\cos\theta=\sqrt\xi$ at the inlet and at a diffuse wall. Drawing $\cos\theta=\xi$ at the inlet alone, with the wall law held fixed, gave $W=0.425$. That choice sends too many molecules into the wall near the inlet, and more histories do not remove the error.

**Wall law.** Keep the diffuse law unless there is evidence for specular reflection. If its share is unknown, repeat the tracing with a plausible share and carry the change in $W$ into the uncertainty of the pressure.
